**Narrow-rho estimate of the muon and electron anomalies**

The program evaluates \(a=3\Gamma_{ee}K(M^2/m^2)/(\pi M)\), where \(a=(g-2)/2\), \(m\) is the lepton mass, \(M\) the rho mass, \(\Gamma_{ee}\) its electronic width and \(K\) the one-loop kernel for a massive vector. It asserts the magnetic part of the vertex numerator with explicit Dirac matrices, and the combined denominator at random loop momenta. Quadrature of an equal-mass lepton loop is compared with its closed form to test the dispersion normalization. The resonance area is tested by integrating a scattering cross section over angle and energy, with a tolerance of 0.5% that allows for the omitted tails. Further assertions cover the massless limit, the heavy-mass expansion and the approach of two finite-width models to the narrow result. For the rough inputs \(M=0.78\) GeV and \(\Gamma_{ee}=7.0\times10^{-6}\) GeV, the output gives \(4.61\times10^{-8}\) for the muon and \(1.23\times10^{-12}\) for the electron. Scaling the muon value by mass squared gives an electron value 12.1% too low relative to the direct kernel result. The two finite-width models shift the muon value by \(+13.9\%\) and \(-9.2\%\); these shifts illustrate model dependence and are not bounds.

## Verification by program

```python
"""Hadronic vacuum polarization from a narrow rho: lepton anomaly
    a = 3 Gee K(M^2/m^2) / (pi M),
    K(b) = integral_0^1 dx x^2 (1-x) / (x^2 + (1-x) b).
M: rho mass, Gee: width to e+ e-, m: lepton mass, a = (g-2)/2.
Natural units (hbar = c = 1); energies in GeV unless labelled otherwise.
The tests cover the vertex numerator and denominator, the dispersion
normalization, the resonance area, the heavy-mass expansion and the
zero-width limit of a resonance with finite width.
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

alpha = const.fine_structure
m_mu = const.value('muon mass energy equivalent in MeV') / 1000
m_e = const.value('electron mass energy equivalent in MeV') / 1000
M = 0.78            # rough rho mass, GeV
Gee = 7.0e-6        # rough electronic width, GeV
width = 0.15        # rough total width, GeV
m_pi = 0.14         # rough pion mass, GeV


def kernel(b):
    """K(b), integrated over y = 1-x, split near the layer y ~ 1/b."""
    def f(y):
        return (1 - y)**2 * y / ((1 - y)**2 + y * b)
    split = 0.5 if b < 20 else 10 / b
    return sum(quad(f, lo, hi, epsabs=0, epsrel=1e-10, limit=200)[0]
               for lo, hi in ((0, split), (split, 1)))


def anomaly(m):
    return 3 * Gee * kernel((M / m)**2) / (np.pi * M)


# Explicit Dirac matrices, metric (+,-,-,-)
metric = np.array([1.0, -1.0, -1.0, -1.0])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j * pauli[1], s) for s in pauli]
one = np.eye(4)


def dot(a, b):
    return np.sum(metric * a * b)


def slash(a):
    return sum(metric[i] * a[i] * gamma[i] for i in range(4))


def contract(X):
    return sum(metric[i] * gamma[i] @ X @ gamma[i] for i in range(4))


# Test: vertex numerator, projected between on-shell spinors
rng = np.random.default_rng(4)
m = 1.3


def on_shell(v):
    return np.array([np.sqrt(m**2 + v @ v), *v])


p, pp = on_shell(rng.normal(size=3)), on_shell(rng.normal(size=3))
q = pp - p
for x, y, z in ((0.2, 0.5, 0.3), (0.1, 0.2, 0.7)):
    k = z * p - y * q
    left, right = slash(pp) + m * one, slash(p) + m * one
    target, columns = [], [[], [], []]
    for i in range(4):
        N = contract((slash(k + q) + m * one) @ gamma[i]
                     @ (slash(k) + m * one))
        target.append((left @ N @ right).ravel())
        for col, T in zip(columns, (gamma[i], (p + pp)[i] * one,
                                    q[i] * one)):
            col.append((left @ T @ right).ravel())
    A = np.array([np.concatenate(c) for c in columns]).T
    rhs = np.concatenate(target)
    coef = np.linalg.lstsq(A, rhs, rcond=None)[0]
    assert np.linalg.norm(A @ coef - rhs) < 1e-9 * np.linalg.norm(rhs)
    assert abs(coef[1] - 2 * m * z * (1 - z)) < 1e-8
    # Combined denominator at a random loop momentum
    loop, mv = rng.normal(size=4), 2.1
    shifted = loop + y * q - z * p
    direct = (x * (dot(loop, loop) - m**2)
              + y * (dot(loop + q, loop + q) - m**2)
              + z * (dot(loop - p, loop - p) - mv**2))
    delta = (1 - z)**2 * m**2 + z * mv**2 - x * y * dot(q, q)
    assert abs(direct - dot(shifted, shifted) + delta) < 1e-9

# Test: the part quadratic in the shifted momentum has only gamma^mu
for g in gamma:
    assert np.allclose(contract(contract(g)), 4 * g)

# Test: massless vector gives the Schwinger coefficient
assert abs(kernel(0.0) - 0.5) < 1e-9


# Test: dispersion normalization with an equal-mass lepton loop
def loop_integrand(v):
    ratio = v * (3 - v**2) / 2          # cross section / massless one
    return 2 * v / (1 - v**2) * ratio * kernel(4 / (1 - v**2)) / 3


loop_value = quad(loop_integrand, 0, 1, epsabs=1e-9, epsrel=1e-7)[0]
loop_known = 119 / 36 - np.pi**2 / 3
assert abs(loop_value - loop_known) < 1e-6

# Test: area of e+e- -> V -> two massless scalars, from amplitudes
g_e, g_h, mass = 0.03, 0.1, 1.0


def beams(s):
    E = np.sqrt(s) / 2
    return np.array([E, 0, 0, E]), np.array([E, 0, 0, -E])


p1, p2 = beams(mass**2)
pol_sum = -np.trace(slash(p2) @ contract(slash(p1))).real
Gamma_ee = g_e**2 * pol_sum / (3 * 2 * mass * 8 * np.pi)
Gamma_h = g_h**2 * mass**2 / (3 * 2 * mass * 8 * np.pi)
nodes, weights = np.polynomial.legendre.leggauss(3)


def cross_section(s):
    a, b = beams(s)
    mean = 0.0
    for c, w in zip(nodes, weights):
        d = np.sqrt(s) * np.array([0, np.sqrt(1 - c**2), 0, c])
        tr = np.trace(slash(b) @ slash(d) @ slash(a) @ slash(d)).real
        mean += w * tr / 2
    prop = (s - mass**2)**2 + (mass * Gamma_h)**2
    return g_e**2 * g_h**2 * mean / (4 * 2 * s * 8 * np.pi * prop)


def area_integrand(t):
    s = mass**2 + mass * Gamma_h * np.tan(t)
    return cross_section(s) * mass * Gamma_h / np.cos(t)**2


edge = np.arctan(500.0)                 # omitted tails are about 0.1 %
area = quad(area_integrand, -edge, edge, epsabs=0, epsrel=1e-6)[0]
area_ratio = area / (12 * np.pi**2 * Gamma_ee / mass)
assert abs(area_ratio - 1) < 0.005

# Test: heavy-mass expansion, including its logarithm
for r in (1e-3, 1e-4):
    series = r / 3 - r**2 * (np.log(1 / r) - 25 / 12)
    assert abs(kernel(1 / r) - series) < 10 * r**3 * np.log(1 / r)


# Finite width: p-wave resonance, off-peak factor (M^2/s)^power
def width_ratio(total_width, power):
    g = total_width / M
    u0 = 4 * m_pi**2 / M**2
    K0 = kernel((M / m_mu)**2)

    def f(u):
        G = g * u * ((1 - u0 / u) / (1 - u0))**1.5
        shape = G / ((u - 1)**2 + G**2) / np.pi
        return shape * u**(-power) * kernel(u * (M / m_mu)**2) / K0
    cuts = [u0, 1 - 3 * g, 1, 1 + 3 * g, 4, np.inf]
    return sum(quad(f, lo, hi, epsabs=1e-7, epsrel=1e-6, limit=200)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


shift_const = width_ratio(width, 2) - 1
shift_s = width_ratio(width, 0) - 1
small_const = width_ratio(width / 100, 2) - 1
small_s = width_ratio(width / 100, 0) - 1
assert abs(small_const) < 0.01 and abs(small_s) < 0.01
assert abs(shift_const) < 0.3 and abs(shift_s) < 0.3

# Worked example
K_mu, K_e = kernel((M / m_mu)**2), kernel((M / m_e)**2)
r_mu, r_e = (m_mu / M)**2, (m_e / M)**2
a_mu, a_e = anomaly(m_mu), anomaly(m_e)
heavy_mu = Gee * m_mu**2 / (np.pi * M**3)
heavy_e = Gee * m_e**2 / (np.pi * M**3)
naive_e = a_mu * (m_e / m_mu)**2
two_term = 1 - 3 * r_mu * (np.log(1 / r_mu) - 25 / 12)
assert 4e-8 < a_mu < 6e-8
assert abs(a_e / heavy_e - 1) < 1e-4
assert naive_e < a_e

print(f"rho mass M (rough input): {M:.2f} GeV")
print(f"electronic width (rough input): {Gee*1e6:.1f} keV")
print(f"total width (rough input): {width:.2f} GeV")
print(f"pion mass (rough input): {m_pi:.2f} GeV")
print(f"muon mass: {m_mu:.6f} GeV")
print(f"electron mass: {m_e:.6e} GeV")
print(f"fine-structure constant: {alpha:.6e} (dimensionless)")
print(f"coupling g_e^2/(4 pi) = 3 Gee/M: {3*Gee/M:.4e} (dimensionless)")
print(f"that coupling / alpha: {3*Gee/(M*alpha):.4e} (dimensionless)")
print(f"prefactor 3 Gee/(pi M): {3*Gee/(np.pi*M):.4e} (dimensionless)")
print(f"muon m^2/M^2: {r_mu:.5e} (dimensionless)")
print(f"electron m^2/M^2: {r_e:.5e} (dimensionless)")
print(f"muon kernel K: {K_mu:.5e} (dimensionless)")
print(f"electron kernel K: {K_e:.5e} (dimensionless)")
print(f"muon K / (m^2/3M^2): {3*K_mu/r_mu:.4f} (dimensionless)")
print(f"same ratio, expansion with log term: {two_term:.4f}")
print(f"electron K / (m^2/3M^2): {3*K_e/r_e:.6f} (dimensionless)")
print(f"muon anomaly, narrow rho: {a_mu:.3e} (dimensionless)")
print(f"muon anomaly, heavy-rho limit: {heavy_mu:.3e} (dimensionless)")
print(f"electron anomaly, narrow rho: {a_e:.3e} (dimensionless)")
print(f"electron anomaly, heavy-rho limit: {heavy_e:.3e} (dimensionless)")
print(f"mass ratio squared (m_e/m_mu)^2: {(m_e/m_mu)**2:.4e}")
print(f"a_e / a_mu: {a_e/a_mu:.4e} (dimensionless)")
print(f"electron value by pure m^2 scaling: {naive_e:.3e}")
print(f"error of pure m^2 scaling: {100*(naive_e/a_e-1):.1f} %")
print(f"width shift, constant mixing: {100*shift_const:.1f} %")
print(f"width shift, mixing prop. to s: {100*shift_s:.1f} %")
print(f"muon anomaly, constant mixing: {a_mu*(1+shift_const):.2e}")
print(f"muon anomaly, mixing prop. to s: {a_mu*(1+shift_s):.2e}")
print(f"shift at width/100, constant mixing: {100*small_const:.2f} %")
print(f"shift at width/100, mixing prop. to s: {100*small_s:.2f} %")
print(f"lepton-loop coefficient, quadrature: {loop_value:.7f}")
print(f"lepton-loop coefficient, closed form: {loop_known:.7f}")
print(f"resonance area / (12 pi^2 Gee/M): {area_ratio:.4f}")
print("all tests passed")
```

Output:

```
rho mass M (rough input): 0.78 GeV
electronic width (rough input): 7.0 keV
total width (rough input): 0.15 GeV
pion mass (rough input): 0.14 GeV
muon mass: 0.105658 GeV
electron mass: 5.109990e-04 GeV
fine-structure constant: 7.297353e-03 (dimensionless)
coupling g_e^2/(4 pi) = 3 Gee/M: 2.6923e-05 (dimensionless)
that coupling / alpha: 3.6894e-03 (dimensionless)
prefactor 3 Gee/(pi M): 8.5699e-06 (dimensionless)
muon m^2/M^2: 1.83493e-02 (dimensionless)
electron m^2/M^2: 4.29191e-07 (dimensionless)
muon kernel K: 5.37476e-03 (dimensionless)
electron kernel K: 1.43061e-07 (dimensionless)
muon K / (m^2/3M^2): 0.8787 (dimensionless)
same ratio, expansion with log term: 0.8946
electron K / (m^2/3M^2): 0.999984 (dimensionless)
muon anomaly, narrow rho: 4.606e-08 (dimensionless)
muon anomaly, heavy-rho limit: 5.242e-08 (dimensionless)
electron anomaly, narrow rho: 1.226e-12 (dimensionless)
electron anomaly, heavy-rho limit: 1.226e-12 (dimensionless)
mass ratio squared (m_e/m_mu)^2: 2.3390e-05
a_e / a_mu: 2.6617e-05 (dimensionless)
electron value by pure m^2 scaling: 1.077e-12
error of pure m^2 scaling: -12.1 %
width shift, constant mixing: 13.9 %
width shift, mixing prop. to s: -9.2 %
muon anomaly, constant mixing: 5.25e-08
muon anomaly, mixing prop. to s: 4.18e-08
shift at width/100, constant mixing: 0.14 %
shift at width/100, mixing prop. to s: -0.09 %
lepton-loop coefficient, quadrature: 0.0156874
lepton-loop coefficient, closed form: 0.0156874
resonance area / (12 pi^2 Gee/M): 0.9987
all tests passed
```
